# Why nearly complete melting of silicon films gives large lateral grains

**Definitions and conventions.** A silicon film of thickness $h$ lies on oxide. A laser pulse has melted nearly all of it, leaving $N$ small solid survivors per unit area. Time starts when the film is at its melting point $T_m$ and begins to freeze. Each survivor grows sideways as a disk through the full thickness, at a speed $v(T)$ that is positive when $T<T_m$. The radius grown by time $t$ is $R(t)=\int_0^t v\,dt'$. New grains appear in the liquid at a rate $J(T)$ per unit film area. The liquid fraction is $X$, the solid fraction is $F=1-X$, and the share of the film finally covered by survivor grains is $F_s$. Their mean area is $A_s=F_s/N$.

Large grains need few survivors, but a film with too few is filled by new grains first. The model below locates the range between these failures and shows that the heat released by the survivors helps to set it.

## Why the survivors are sparse

The melt depth varies from place to place. Write it as $D=\bar D-s f$, where $s$ is its rms variation and $f$ is a Gaussian random field with zero mean, unit variance and correlation $c(r)=e^{-r^2/2\ell^2}$. Here $\bar D$ is the mean depth that the melt would reach in a thicker film. Solid survives where $D<h$, that is, where

$$f>u,\qquad u=\frac{\bar D-h}{s}.$$

To count the islands above a high level $u$, add the maxima and minima of $f$ above $u$ and subtract the saddles. This gives islands minus holes, and holes are rare at high $u$. Maxima and minima have a positive determinant of the second-derivative matrix $H$, and saddles a negative one. The density of stationary points carries a weight $|\det H|$, the Jacobian from position to gradient. Multiplying by the sign leaves $\det H$ itself:

$$N(u)=\int_u^\infty dz\,\varphi(z)\,p_{\nabla f}(0)\,\langle\det H\rangle_{f=z},\qquad \varphi(z)=\frac{e^{-z^2/2}}{\sqrt{2\pi}}.$$

The gradient at a point is independent of $f$ and $H$ there, because odd derivatives of $c$ vanish at the origin. Each gradient component has variance $\lambda=1/\ell^2$, so $p_{\nabla f}(0)=1/(2\pi\lambda)$.

Since $\langle f f_{xx}\rangle=-\lambda$, fixing $f=z$ gives $f_{xx}=-\lambda z+a$ and $f_{yy}=-\lambda z+b$, with $a,b$ of zero mean and $\langle ab\rangle=\langle f_{xx}f_{yy}\rangle-\lambda^2$. The mixed derivative is uncorrelated with $f$. Both $\langle f_{xx}f_{yy}\rangle$ and $\langle f_{xy}^2\rangle$ equal $\partial_x^2\partial_y^2c(0)$, so they cancel:

$$\langle\det H\rangle_{f=z}=\lambda^2z^2+\langle ab\rangle-\langle f_{xy}^2\rangle=\lambda^2(z^2-1).$$

Because $(z^2-1)\varphi=-\,d(z\varphi)/dz$, the integral is $u\varphi(u)$, and

$$N(u)=\frac{u\,e^{-u^2/2}}{(2\pi)^{3/2}\ell^2}.$$

A slightly deeper melt therefore removes many survivors: $d\ln N/du=1/u-u$, which is $-2.7$ at $u=3$. Simulated fields contained 553 islands at $u=3$, against 554.7 predicted. The variance of the count divided by its mean was 1.04, close to the value 1 for independent random positions. This supports treating survivors as a Poisson set.

## Impingement against nucleation

Suppose first that the temperature is uniform across the film, so that all fronts move at the same speed. A point is still liquid at time $t$ if no survivor lies within $R(t)$ and no grain born at time $t'$ lies within $R(t)-R(t')$. Births may be counted even where the film is already solid. A front that has covered such a birthplace reaches every other point no later than the fictitious grain would.

For Poisson events, the probability of no event is the exponential of minus their expected number. Hence

$$X=e^{-\pi NR^2}Q,\qquad Q=\exp\!\left[-\pi\int_0^t J(t')\,[R(t)-R(t')]^2dt'\right].$$

While $R$ grows by $dR$, a liquid point is reached by a survivor front with probability $2\pi NR\,dR$. Multiplying by the liquid fraction, integrating, and dividing by $N$ gives

$$A_s=\int_0^\infty 2\pi R\,e^{-\pi NR^2}Q(R)\,dR .$$

The two ways of stopping appear as two factors. Since $Q\le1$, the integral is at most $1/N$, the value set by neighbouring survivors. Replacing the exponential by 1 gives a second upper bound, $\int2\pi RQ\,dR$, set by nucleation for the given temperature history.

A simple case shows the crossover. If new grains consume all remaining liquid when $R=R_n$, then $Q=1$ before that moment and 0 after it, so

$$A_s=\frac{1-e^{-\pi NR_n^2}}{N}.$$

Dense survivors give $1/N$; very sparse ones give $\pi R_n^2$, however far apart they are.

The general formula was tested against explicit random growth with a changing speed and a rising nucleation rate. In dimensionless units the simulated survivor shares were 0.719 at $N=0.2$ and 0.999 at $N=2$; the formula gave 0.704 and 0.998.

## Why nucleation waits

Atoms join the crystal at a thermally activated rate with activation energy $E$, and the reverse rate is smaller by $e^{-\Delta\mu/kT}$. With $\Delta\mu=L_a(1-T/T_m)$, where $L_a$ is the latent heat per atom, and with $v_0$ the speed that joining alone would give at $T_m$, the net speed is

$$v=v_0\exp\!\left[-\frac{E}{k}\left(\frac1T-\frac1{T_m}\right)\right]\left(1-e^{-\Delta\mu/kT}\right).$$

A new spherical crystal of radius $r$ costs $W(r)=4\pi r^2\gamma-\frac43\pi r^3g$, where $\gamma$ is the interface energy and $g=L(1-T/T_m)$ is the driving energy per volume, with the latent heat taken as independent of temperature. Setting $dW/dr=0$ gives $r_*=2\gamma/g$. The barrier is then

$$W_*=\frac{16\pi\gamma^3}{g^2}-\frac{32\pi\gamma^3}{3g^2}=\frac{16\pi\gamma^3}{3g^2},\qquad J=hI_0e^{-W_*/kT}.$$

Here $e^{-W_*/kT}$ is the thermal weight of a fluctuation that reaches the top of the barrier, and $I_0$ is the attempt rate per unit volume, taken as constant. The factor $h$ converts a rate per volume to a rate per film area.

Growth needs little undercooling, but nucleation needs a great deal. With the silicon values used here, the front speed is 12 m/s at 300 K undercooling and 9.8 m/s at 500 K. Between the same temperatures $J$ rises from $1.7\times10^{-16}$ to 0.55 per µm² per ns. Survivors thus have a period in which they grow almost without competition.

## Latent heat lengthens the wait

Let $G$ be the cooling rate without latent heat, $L$ the latent heat per volume and $C$ the heat capacity per volume. Energy conservation gives

$$\frac{dT}{dt}=-G+\frac LC\frac{dF}{dt}.$$

The example has $h=100$ nm, a constant $G=15$ K/ns and $L/C=1680$ K. Solving this balance together with the growth statistics, still with one temperature for the whole film, gives the table. Its last column takes a random point, assigns it the mean grain area of its class (survivor or nucleated), and averages over points.

| $N$ (µm⁻²) | $F_s$ | $A_s$ (µm²) | class mean (µm²) |
|---:|---:|---:|---:|
| 30 | 1.000 | 0.033 | 0.033 |
| 1 | 0.994 | 0.99 | 0.99 |
| 0.3 | 0.891 | 2.97 | 2.65 |
| 0.1 | 0.082 | 0.82 | 0.13 |

Among the densities calculated, 0.3 µm⁻² gives the largest class mean. This optimum depends on the uniform temperature. With finite conduction, large gaps between survivors run colder: the survivor share at 0.3 µm⁻² would drop to roughly one half, the class mean there would fall by more than half, and the best density would probably be higher. At 0.1 µm⁻² even the survivor grains are smaller. For a fixed $Q(R)$ this could not happen, because $e^{-\pi NR^2}$ increases at every $R>0$ when $N$ falls. The thermal history must therefore have changed: fewer fronts release less heat, and the film cools into the nucleation range while most of it is still liquid.

Removing latent heat while keeping $G$ and $N=1$ µm⁻² fixed confirms its role. The survivor share falls from 0.994 to 0.363.

With no survivors, the calculated mean grain area is 0.040 µm² if new grains grow as disks and 0.015 µm² if they grow as spheres. Their spacing is comparable with the film thickness, so neither shape is accurate throughout, but both areas are far below the peak.

## How far one survivor can reach

In this section $R$ is the full radius of the survivor, which starts at 20 nm. Give each survivor a disk of radius $b$, so that $N=1/(\pi b^2)$. At uniform temperature $F=R^2/b^2$ and $dF/dt=2Rv/b^2$. Cooling stops when

$$\frac{2RvL}{Cb^2}=G,\qquad b=\sqrt{\frac{2RvL}{CG}}.$$

Without latent heat, one nucleus per µm² is expected after 34.0 ns, at 510 K undercooling, when $R=338$ nm. Using the nearby speed of 9.8 m/s,

$$b\approx\sqrt{\frac{2(338)(9.8)(1680)}{15}}\ \text{nm}\approx860\ \text{nm}.$$

The speed at 510 K gives 852 nm. This estimate uses too small an $R$: latent heat slows the fall through each temperature interval, so the front travels farther before reaching the same undercooling.

The temperature is not really uniform, since the front is a heat source. With conductivity $K$, taken equal in solid and liquid,

$$C\frac{\partial T}{\partial t}=\frac Kr\frac{\partial}{\partial r}\left(r\frac{\partial T}{\partial r}\right)-CG,$$

$$K\left(\left.\frac{\partial T}{\partial r}\right|_{R^-}-\left.\frac{\partial T}{\partial r}\right|_{R^+}\right)=Lv .$$

The second equation says that the heat conducted away on both sides equals the heat released. By symmetry no heat crosses $r=b$. The expected number of nuclei before the front arrives at $b$ is

$$\Lambda=\int dt\int_{R(t)}^bJ(T)\,2\pi r\,dr .$$

The chance of none is $e^{-\Lambda}$, because until the first nucleus forms no nucleus can alter the temperature. Define the reach $b_c$ by $\Lambda=1$, where this chance is 37%.

The calculated reach is 1059 nm, a grain diameter of about 2.1 µm. It uses $K=55$ W/(m K), a value suited to the liquid. Hot solid silicon conducts less well, but this hardly matters: $K=25$ W/(m K) in the solid alone changes the reach by less than 1%, because the heat that delays nucleation flows outward through the liquid. The liquid value does matter: $K=25$ W/(m K) throughout would give 858 nm. The limit is sharp: at $b=847$ nm, $\Lambda$ is only $5\times10^{-8}$. Near the limit, the outer edge at its coldest is 481 K undercooled and about 190 K colder than the front. Uniform temperature would give 1232 nm, so finite conduction shortens the reach by 14%. Omitting latent heat gives 372 nm, so in this example the released heat nearly triples the distance.

Regular disks leave out the large gaps in a random pattern. At $N_c=1/(\pi b_c^2)=0.28$ µm⁻², a fraction $e^{-\pi N_cb_c^2}=e^{-1}$, or 37%, of points lie farther than $b_c$ from every survivor. At $5N_c$ the fraction is $e^{-5}$, below 1%. These fractions measure exposure to large gaps, not the area finally nucleated. The range from $N_c$ to $5N_c$ is taken below as an illustrative window: its lower end is already risky, while its upper end has few large gaps.

## The melt window and the real process

Take $s=5$ nm and $\ell=40$ nm, chosen to illustrate the sensitivity. The densities $5N_c$ and $N_c$ then correspond to $u=2.97$ and $3.52$. The difference in mean melt depth is 2.7 nm. In a thicker film, melting this extra depth would take

$$(4.2\times10^9\ \text{J/m}^3)(2.74\times10^{-9}\ \text{m})=11.5\ \text{J/m}^2=1.15\ \text{mJ/cm}^2 .$$

Melting the whole film takes 42 mJ/cm² of latent energy. The energy equivalent of the window is thus about 3% of that amount. It is proportional to $s$, and it excludes reflection, heating of the solid and loss to the oxide, so it is not a width in incident laser fluence. Nor is it latent heat absorbed by this film, which is already almost fully molten: the extra energy would heat the liquid or the oxide. Both mean depths exceed $h$, by 15 to 18 nm. If the energy for that excess stayed in the film, it would superheat the liquid by about 250 to 300 K and could destroy the survivors. The melt-depth model therefore illustrates sensitivity and does not predict a process window.

The thickness and thermal values are roughly those of excimer-laser annealing of silicon on oxide, where lateral grains are of order 1 µm. The calculated 2.1 µm is of similar size, but this does not confirm the model: it is a limit for one centred survivor, and it depends on the assumed constant $G$. Real heat loss is not constant. For a film held at $T_m$, a rough estimate for the oxide gives 16 K/ns after 200 ns of heating and 13 K/ns after 300 ns. Once the film undercools, the hot oxide beneath it takes up much less heat. If the oxide is treated as a deep layer heated for 200 ns, a film without latent heat needs about 150 ns to reach 500 K undercooling, not 33 ns, and the uniform-temperature reach rises from 1.2 to about 4 µm. The distances and densities calculated here therefore illustrate the competition at constant $G$; they are not predictions for a real film on oxide. Lowering $G$ from 15 to 10 K/ns, with the other inputs fixed, raises the reach by 32%, to 1402 nm. Raising $\gamma$ from 0.34 to 0.36 J/m² gives 1150 nm. Curvature lowers the melting point of a full-thickness disk of radius 20 nm by about 7 K. The islands of the melt-depth model are much thinner, between 1.2 and 1.5 nm on average across the window. Gathered into hemispheres of the same volume, they would melt roughly 31 to 36 K below $T_m$, so some could vanish before growth begins.

The model omits the time that a survivor, at first much thinner than the film, takes to grow up to the surface. It also omits direction-dependent growth, defects within grains, the delay before nucleation becomes steady, and easier nucleation at the oxide surface. The last would lower the barrier and shorten the reach. Liquid left well above $T_m$ could also melt the survivors before growth begins. The numerical output below gives the remaining inputs and comparisons.

## Computed results

```
ISLAND COUNT TEST (simulated / formula)
level u=2.5: 1804 / 1828.3 islands
level u=3.0: 553 / 554.7 islands
island count variance/mean at u=3: 1.04 (Poisson: 1)
RANDOM GROWTH TEST, dimensionless (simulated / formula)
N=0.2: survivor share 0.719 / 0.704
N=2.0: survivor share 0.999 / 0.998
SILICON INPUTS (rough)
thickness 100 nm; melting point 1687 K; cooling 15 K/ns
latent heat 4.20e+09 J/m3; heat capacity 2.50e+06 J/(m3 K)
latent temperature rise L/C 1680 K; conductivity 55 W/(m K)
interface energy 0.34 J/m2; nucleation prefactor 1.0e+39 /(m3 s)
growth scale 40 m/s; activation 0.40 eV; latent heat/atom 0.524 eV
initial survivor radius in disk model 20 nm
undercooling 100 K: speed 6.84 m/s, nucleation 2.56e-200 /(um2 ns)
undercooling 300 K: speed 11.95 m/s, nucleation 1.69e-16 /(um2 ns)
undercooling 500 K: speed 9.80 m/s, nucleation 5.47e-01 /(um2 ns)
UNIFORM-TEMPERATURE FILM
N (/um2), survivor share, survivor grain area (um2), class-mean area (um2)
30.00  1.000  0.033  0.033
10.00  1.000  0.100  0.100
 3.00  1.000  0.333  0.333
 1.00  0.994  0.994  0.988
 0.50  0.974  1.948  1.897
 0.30  0.891  2.971  2.649
 0.10  0.082  0.817  0.125
 0.01  0.006  0.629  0.045
survivor share at 1/um2 without latent heat: 0.363
complete melt, grain density: disks 24.95, spheres 65.50 /um2
complete melt, mean area: disks 0.040, spheres 0.015 um2
SINGLE-SURVIVOR DISK
uniform test, b=600 nm: closure 114.2 / 114.1 ns; undercooling 177.9 / 177.4 K
b=530 nm: expected nuclei 7.71e-40, end 115.4 ns, edge undercooling 214 K, front-edge difference 77 K
b=847 nm: expected nuclei 5.39e-08, end 119.0 ns, edge undercooling 367 K, front-edge difference 147 K
b=1059 nm: expected nuclei 9.51e-01, end 121.9 ns, edge undercooling 481 K, front-edge difference 187 K
reach b_c: 1059 nm; doubled grid 1059 nm
largest grain diameter 2b_c: 2.12 um
reach with uniform temperature 1232 nm; without latent heat 372 nm
free cooling to 1 nucleus/um2: 34.0 ns, undercooling 510 K, radius 338 nm
heat-balance estimate of uniform reach: 852 nm
NEGLECTED OR UNCERTAIN EFFECTS
reach at 10 K/ns: 1402 nm; at interface energy 0.36 J/m2: 1150 nm
curvature undercooling at initial radius: 6.8 K
oxide cooling estimate at 200, 300 ns: 16.0, 13.0 K/ns
MELT WINDOW
roughness 5 nm; correlation length 40 nm
density N_c 0.28, 5N_c 1.42 /um2; levels u 3.52, 2.97
melt-depth width 2.74 nm; absorbed latent energy 1.15 mJ/cm2
latent energy of whole film 42.0 mJ/cm2
```
